**Restoring a Kohn anomaly lost in phonon interpolation**

The program studies a chain with hopping $t$, springs $K$, site-energy coupling $D$ and mean-field repulsion $V$; $\chi$ is its static polarization, $v$ its Fermi velocity and $\xi=v/(2\pi T)$ the thermal length of the Friedel tail. It asserts that the linear-response force constant agrees with a self-consistent frozen-phonon calculation, and that sums over electron wavevectors agree with the thermally averaged logarithm. It also asserts the real-space tail law and the predicted interpolation error at $2k_F$ for four phonon meshes. Random matrices test the identity for exchanging one polarization for another, and the second-order error of keeping the screened vertex fixed. Further assertions bound the tail and the temperature change left outside the low-energy window, and require the repaired force constants to be much closer to the direct cold ones than either interpolation. In the output, interpolation from 20 phonon wavevectors gives 5.14 meV at $2k_F$, where the direct value is 3.77 meV; the repair gives 3.80 meV. Bare vertices produce a false instability, and a coarse electron mesh restores only part of the dip.

## Check in Python

```python
"""
Result under test: Fourier interpolation of phonon force constants misses a
Kohn anomaly when the Friedel tail is longer than half the phonon mesh.
Exchanging the coarse, hot low-energy polarization for a dense, cold one,
with screened vertices, restores the anomaly.

Model: chain with band -2 t cos k, two spins, fixed chemical potential mu.
Ions: springs K, mass M; site energy shift D (u[i+1]-u[i-1])/2.
V: local mean-field repulsion.  chi: static polarization per site (negative).
C(q) = 4 K sin^2(q/2) + (D sin q)^2 chi/(1 - V chi).
Rydberg units, k_B = 1, lattice spacing 1 for distances R and wavevectors q.
xi = v/(2 pi T) is the thermal length of the Friedel tail.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import expit

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
KB_EV = physical_constants["Boltzmann constant in eV/K"][0]

t, K, D, V, M = 0.1, 0.012, 0.05, 0.05, 1.0e5
kf = 0.275 * np.pi
mu = -2 * t * np.cos(kf)
v = 2 * t * np.sin(kf)
T_cold, T_hot, W_win = 0.0005, 0.01, 0.1
N_Q, NK_COARSE, NK_DENSE, N_FINE = 20, 40, 2400, 1200
xi_cold, xi_hot = v / (2 * np.pi * T_cold), v / (2 * np.pi * T_hot)


def fermi(e, T):
    return expit(-(e - mu) / T)


def window(e):
    return np.exp(-((e - mu) / W_win) ** 4)


def polarization(q, T, nk, low_energy=False):
    """Explicit sum over nk electron wavevectors, for every q."""
    q = np.atleast_1d(q)
    k = 2 * np.pi * np.arange(nk) / nk
    e1 = -2 * t * np.cos(k)[None, :]
    parts = []
    for block in np.array_split(q, max(1, len(q) // 200)):
        e2 = -2 * t * np.cos(k[None, :] + block[:, None])
        gap = e1 - e2
        near = np.abs(gap) < 1e-7
        fm = fermi((e1 + e2) / 2, T)
        ratio = (fermi(e1, T) - fermi(e2, T)) / np.where(near, 1.0, gap)
        ratio = np.where(near, -fm * (1 - fm) / T, ratio)
        if low_energy:
            ratio = ratio * window(e1) * window(e2)
        parts.append(2 * ratio.mean(axis=1))
    return np.concatenate(parts)


def force_constant(q, chi):
    return 4*K*np.sin(q/2)**2 + (D*np.sin(q))**2 * chi / (1 - V*chi)


def interpolate(values, q):
    """Fourier interpolation from a uniform mesh with an even point count."""
    n = len(values)
    coeff = np.fft.fft(values) / n
    r = np.rint(np.fft.fftfreq(n) * n)
    phase = np.exp(1j * np.outer(np.atleast_1d(q), r))
    phase[:, n // 2] = np.cos(np.atleast_1d(q) * n / 2)
    return (phase @ coeff).real


def meV(c):
    return np.sqrt(c / M) * RY_EV * 1000


# Frozen phonon: self-consistent grand potential of a distorted ring
def ring_potential(amplitude, q, n, T, n0):
    i = np.arange(n)
    u = amplitude * np.cos(q * i)
    ext = D * (np.roll(u, -1) - np.roll(u, 1)) / 2
    hop = -t * (np.roll(np.eye(n), 1, axis=0) + np.roll(np.eye(n), -1, axis=0))
    dn = np.zeros(n)
    for _ in range(60):
        e, c = np.linalg.eigh(hop + np.diag(ext + V * dn))
        new = 2 * (c**2 @ fermi(e, T)) - n0
        change = np.max(np.abs(new - dn))
        dn = dn + 0.7 * (new - dn)
    assert change < 1e-10
    e = np.linalg.eigvalsh(hop + np.diag(ext + V * dn))
    band = -2 * T * np.sum(np.logaddexp(0, -(e - mu) / T))
    spring = 0.5 * K * np.sum((np.roll(u, -1) - u) ** 2)
    return band - V * n0 * dn.sum() - 0.5 * V * np.sum(dn**2) + spring


q2 = 2 * kf
k_ring = 2 * np.pi * np.arange(NK_COARSE) / NK_COARSE
n0 = 2 * np.mean(fermi(-2 * t * np.cos(k_ring), T_hot))
amp = 0.002
rise = (ring_potential(amp, q2, NK_COARSE, T_hot, n0)
        - ring_potential(0.0, q2, NK_COARSE, T_hot, n0))
c_frozen = 4 * rise / (NK_COARSE * amp**2)
c_response = force_constant(q2, polarization(q2, T_hot, NK_COARSE))[0]
assert abs(c_frozen / c_response - 1) < 1e-3   # finite amplitude


# Polarization: explicit sum against thermal average of the T = 0 logarithm
def chi_zero(q, e):
    kk = np.arccos(-e / (2 * t))
    arg = np.tan((kk + q / 2) / 2) / np.tan((q / 2 - kk) / 2)
    return -np.log(abs(arg)) / (2 * np.pi * t * np.sin(q / 2))


def chi_average(q, T):
    def integrand(x):
        return expit(x) * expit(-x) * chi_zero(q, mu + T * x)
    return sum(quad(integrand, a, b, epsabs=1e-10, epsrel=1e-10, limit=300)[0]
               for a, b in ((-40, 0), (0, 40)))


for q_test in (0.3 * np.pi, q2):
    direct = polarization(q_test, T_cold, NK_DENSE)[0]
    assert abs(chi_average(q_test, T_cold) / direct - 1) < 1e-5
chi_peak = polarization(q2, T_cold, NK_DENSE)[0]
chi_peak_hot = polarization(q2, T_hot, NK_DENSE)[0]
chi_log = -np.log(4 * np.exp(np.euler_gamma) * v * np.tan(kf)
                  / (np.pi * T_cold)) / (np.pi * v)
assert abs(chi_log / chi_peak - 1) < 2e-3

# Friedel tail in real space
q_fine = 2 * np.pi * np.arange(N_FINE) / N_FINE
i2 = int(round(q2 / (2 * np.pi) * N_FINE))
assert abs(q_fine[i2] - q2) < 1e-12
chi_cold = polarization(q_fine, T_cold, NK_DENSE)
chi_hot = polarization(q_fine, T_hot, 400)
low_cold = polarization(q_fine, T_cold, NK_DENSE, True)
low_hot = polarization(q_fine, T_hot, NK_COARSE, True)
chi_r = np.fft.ifft(chi_cold).real
R = np.arange(30, 61)
envelope = 1 / (np.pi * v * xi_cold * np.sinh(R / xi_cold))
tail_error = np.max(np.abs(chi_r[R] + envelope*np.cos(q2*R)) / envelope)
assert tail_error < 0.05                       # next order in 1/R

# Missing depth of the interpolated polarization at the midpoint
depth_rows = []
for n in (20, 60, 100, 300):
    mesh = 2 * np.pi * np.arange(n) / n
    measured = interpolate(polarization(mesh, T_cold, NK_DENSE), q2)[0] - chi_peak
    j = np.arange(400)
    x = (2 * j + 1) * n / (4 * xi_cold)
    law = 2 / (np.pi * v) * np.sum((-1.0)**j * -np.log(np.tanh(x)))
    assert abs(measured / law - 1) < 0.05      # leading tail only
    depth_rows.append((n, measured, law))

# The low-energy window holds the tail and the temperature dependence
far = np.arange(20, 31)
rest_r = np.fft.ifft(chi_cold - low_cold).real
rest_tail = np.max(np.abs(rest_r[far])) / np.max(np.abs(chi_r[far]))
assert rest_tail < 0.05
low_change = low_cold - low_hot
rest_change = (chi_cold - chi_hot) - low_change
rest_fraction = np.max(np.abs(rest_change)) / np.max(np.abs(low_change))
assert rest_fraction < 0.1

# Exchange identity for matrices, and order of the fixed-vertex error
rng = np.random.default_rng(4)
A, B, S = (rng.normal(size=(4, 4)) for _ in range(3))
X, dX, kernel = -A @ A.T / 4, -B @ B.T / 4, 0.1 * S @ S.T
bare = rng.normal(size=4)


def dressed(P):
    return np.linalg.solve(np.eye(4) - kernel @ P, bare)


def electronic(P):
    return bare @ P @ dressed(P)


exact_change = electronic(X + dX) - electronic(X)
assert abs(exact_change - dressed(X) @ dX @ dressed(X + dX)) < 1e-10
fixed_error = [electronic(X + s*dX) - electronic(X)
               - s * dressed(X) @ dX @ dressed(X) for s in (1e-3, 5e-4)]
order_ratio = fixed_error[0] / fixed_error[1]
assert abs(order_ratio - 4) < 0.05

# Interpolation and repair of the force constants
mesh = 2 * np.pi * np.arange(N_Q) / N_Q
c_direct = force_constant(q_fine, chi_cold)
c_cold_int = interpolate(
    force_constant(mesh, polarization(mesh, T_cold, NK_DENSE)), q_fine)
chi_mesh = polarization(mesh, T_hot, NK_COARSE)
c_hot_int = interpolate(force_constant(mesh, chi_mesh), q_fine)
g_hot = interpolate(D * np.sin(mesh) / (1 - V * chi_mesh), q_fine)
W_hot = interpolate(V / (1 - V * chi_mesh), q_fine)


def repaired(change):
    return c_hot_int + g_hot**2 * change / (1 - W_hot * change)


c_fix = repaired(low_change)
c_fixed_vertex = c_hot_int + g_hot**2 * low_change
c_bare_vertex = c_hot_int + (D * np.sin(q_fine))**2 * low_change
c_coarse_k = repaired(polarization(q_fine, T_cold, NK_COARSE, True) - low_hot)


def worst(c):
    return np.max(np.abs(c - c_direct))


assert np.min(c_direct[1:]) > 0
assert worst(c_fix) < 0.15 * worst(c_cold_int)
assert worst(c_fix) < 0.15 * worst(c_hot_int)
assert worst(c_coarse_k) > 3 * worst(c_fix)
assert abs(c_fix - c_direct)[i2] < abs(c_fixed_vertex - c_direct)[i2]
assert abs(c_fixed_vertex - c_direct)[i2] < abs(c_bare_vertex - c_direct)[i2]

print(f"hopping t = {t} Ry, spring K = {K} Ry/bohr^2, mass M = {M:.0f} (2 m_e)")
print(f"coupling D = {D} Ry/bohr, repulsion V = {V} Ry, window W = {W_win} Ry")
print(f"k_F = {kf/np.pi:.3f} pi, mu = {mu:.5f} Ry, v = {v:.5f} Ry x spacing")
print(f"meshes: phonon {N_Q}, electron coarse {NK_COARSE}, dense {NK_DENSE}")
for name, T, xi in (("cold", T_cold, xi_cold), ("hot", T_hot, xi_hot)):
    print(f"{name}: T = {T} Ry = {T*RY_EV/KB_EV:.0f} K, xi = {xi:.2f} spacings")
print(f"frozen-phonon C(2k_F), hot: {c_frozen:.7f} Ry/bohr^2")
print(f"linear-response C(2k_F), hot: {c_response:.7f} Ry/bohr^2")
print(f"chi(2k_F) cold, sum: {chi_peak:.4f} 1/Ry")
print(f"chi(2k_F) cold, logarithmic law: {chi_log:.4f} 1/Ry")
print(f"chi(2k_F) hot, sum: {chi_peak_hot:.4f} 1/Ry")
print(f"Friedel law, worst error / envelope, R=30-60: {tail_error:.4f}")
print("missing depth of interpolated chi at 2k_F (1/Ry): N, measured, law")
for n, measured, law in depth_rows:
    print(f"  {n:4d} {measured:9.4f} {law:9.4f}")
print(f"tail left outside window, R=20-30, fraction: {rest_tail:.2e}")
print(f"hot-to-cold change outside window, fraction: {rest_fraction:.4f}")
print(f"fixed-vertex error ratio on halving the change: {order_ratio:.4f}")
print(f"at 2k_F: low-energy change of chi = {low_change[i2]:.4f} 1/Ry")
print(f"at 2k_F: screened vertex = {g_hot[i2]:.5f} Ry/bohr")
print(f"at 2k_F: bare vertex = {D*np.sin(q2):.5f} Ry/bohr")
print(f"at 2k_F: screened repulsion = {W_hot[i2]:.5f} Ry")
print("C(2k_F) and largest error over all q (Ry/bohr^2)")
for name, c in (("direct cold", c_direct), ("cold interpolated", c_cold_int),
                ("hot interpolated", c_hot_int), ("repaired", c_fix),
                ("repair, vertex not updated", c_fixed_vertex),
                ("repair, bare vertices", c_bare_vertex),
                ("repair, coarse electron mesh", c_coarse_k)):
    print(f"  {name:29s} {c[i2]:10.6f} {worst(c):10.6f}")
print("phonon energy at 2k_F (meV)")
for name, c in (("direct cold", c_direct), ("cold interpolated", c_cold_int),
                ("hot interpolated", c_hot_int), ("repaired", c_fix)):
    print(f"  {name:20s} {meV(c[i2]):8.4f}")
print("C near 2k_F (Ry/bohr^2): q/pi, direct, cold interpolated, repaired")
for m in (300, 324, 330, 336, 360):
    print(f"  {q_fine[m]/np.pi:.2f} {c_direct[m]:.6f} "
          f"{c_cold_int[m]:.6f} {c_fix[m]:.6f}")
omega = np.sqrt(c_direct[i2] / M)
print(f"phonon energy / (4 pi T), cold: {omega/(4*np.pi*T_cold):.4f}")
print("every check passed")
```

Running it gives:

```
hopping t = 0.1 Ry, spring K = 0.012 Ry/bohr^2, mass M = 100000 (2 m_e)
coupling D = 0.05 Ry/bohr, repulsion V = 0.05 Ry, window W = 0.1 Ry
k_F = 0.275 pi, mu = -0.12989 Ry, v = 0.15208 Ry x spacing
meshes: phonon 20, electron coarse 40, dense 2400
cold: T = 0.0005 Ry = 79 K, xi = 48.41 spacings
hot: T = 0.01 Ry = 1579 K, xi = 2.42 spacings
frozen-phonon C(2k_F), hot: 0.0141853 Ry/bohr^2
linear-response C(2k_F), hot: 0.0141853 Ry/bohr^2
chi(2k_F) cold, sum: -14.0108 1/Ry
chi(2k_F) cold, logarithmic law: -14.0109 1/Ry
chi(2k_F) hot, sum: -7.7104 1/Ry
Friedel law, worst error / envelope, R=30-60: 0.0167
missing depth of interpolated chi at 2k_F (1/Ry): N, measured, law
    20    6.3665    6.3834
    60    4.0115    4.0136
   100    2.7805    2.7813
   300    0.3771    0.3772
tail left outside window, R=20-30, fraction: 1.01e-03
hot-to-cold change outside window, fraction: 0.0265
fixed-vertex error ratio on halving the change: 3.9988
at 2k_F: low-energy change of chi = -6.2825 1/Ry
at 2k_F: screened vertex = 0.03582 Ry/bohr
at 2k_F: bare vertex = 0.04938 Ry/bohr
at 2k_F: screened repulsion = 0.03623 Ry
C(2k_F) and largest error over all q (Ry/bohr^2)
  direct cold                     0.007661   0.000000
  cold interpolated               0.014263   0.006602
  hot interpolated                0.014354   0.006693
  repaired                        0.007789   0.000156
  repair, vertex not updated      0.006294   0.001367
  repair, bare vertices          -0.000968   0.008629
  repair, coarse electron mesh    0.011920   0.004259
phonon energy at 2k_F (meV)
  direct cold            3.7658
  cold interpolated      5.1384
  hot interpolated       5.1547
  repaired               3.7971
C near 2k_F (Ry/bohr^2): q/pi, direct, cold interpolated, repaired
  0.50 0.010404 0.010404 0.010437
  0.54 0.009768 0.013333 0.009918
  0.55 0.007661 0.014263 0.007789
  0.56 0.011827 0.015268 0.011981
  0.60 0.019890 0.019890 0.019933
phonon energy / (4 pi T), cold: 0.0441
every check passed
```
